Matching Logarithmic Derivatives Does Not Guarantee a Transferable Pseudopotential

Spread the charge of one electron evenly over a thin spherical shell of radius a. In atomic units, its potential on a second electron is 1/r outside the shell and 1/a inside it. An observer who stays beyond some larger radius rc sees 1/r and cannot learn a. Now put the second electron on the same shell. The repulsion between the two is 1/a, so halving the shell radius doubles it. The outside potential is blind to a quantity that decides how much energy it costs to place two electrons in the same orbital.

A norm-conserving pseudopotential replaces the inner part of an orbital by a smoother function holding the same charge. It therefore reproduces the field outside, but it may move the shell.

**The belief and its appeal**

The belief is this: if a pseudopotential reproduces the logarithmic derivatives of the true atom over a wide range of energies, it will work in any environment, including one where the atom gains or loses valence charge.

There is a good argument behind it. Let u(r) be r times the radial wavefunction, for angular momentum l = 2. In a local potential V it obeys

−½u″ + (V + 3/r²)u = Eu,

where 3/r² is l(l+1)/(2r²). For each energy E, take the solution that is regular at the origin and define

L(E) = u′(rc)/u(rc).

Outside rc the equation is of second order, so u(rc) and u′(rc) determine the solution there. A change of normalization multiplies both by the same factor. The interior thus affects the outside solution through L(E) alone. Two atoms with the same potential outside rc and the same L(E) scatter alike in this angular-momentum channel, and respond alike to any change of potential confined to r > rc.

Norm conservation strengthens the argument. Write the radial equation as u″ = 2(V + 3/r² − E)u and differentiate it with respect to E, denoting ∂u/∂E by v:

v″ = 2(V + 3/r² − E)v − 2u.

Multiply this by u, multiply the original equation by v, and subtract. The potential terms cancel:

(uv′ − u′v)′ = uv″ − u″v = −2u².

Integrate from 0, where the bracket vanishes, to rc. Since dL/dE = (uv′ − u′v)/u² at rc,

dL/dE = −2Q(rc)/u(rc)², with Q(r) = ∫₀^r u² dr′.

If a pseudo-orbital has the right value and slope at rc and the right charge Q(rc), then L is right at the reference energy and so is its first energy derivative.

The gap lies in the words "change of potential confined to r > rc". L(E) is calculated in one fixed screened potential, which contains the repulsion from the valence electrons. When an electron is removed, that repulsion disappears inside the sphere too, and how the level moves depends on where the inner charge sits.

**What the level feels when an electron leaves**

Consider a neutral model atom with two electrons in the same d orbital u, normalized to ∫u² dr = 1. Each electron feels the ion and the spherically averaged repulsion of the other. The Slater integrals F2 and F4, exchange and correlation, and relaxation of the core are left out. The repulsion potential of one electron is

V_H(r) = Q(r)/r + ∫_r^∞ u²/r′ dr′,

and the Slater integral F0 = ∫u²V_H dr is the mutual repulsion of the pair. The screened Hamiltonian h and the ionic one are related by

h = h_ion + V_H, hu = εu.

Remove a fraction λ of the screening electron without changing its shape:

h(λ) = h − λV_H.

The derivative of an eigenvalue is the expectation value of the derivative of the Hamiltonian. At λ = 0 the eigenfunction is u, so

dε/dλ = −∫u²V_H dr = −F0.

F0 is therefore the hardness of the level at frozen orbital, meaning its rise per added electron. At λ = 1 the Hamiltonian is h_ion, and its lowest eigenvalue is the level of the one-electron ion. The old orbital is an allowed trial function for it, with energy ε − F0. By the variational principle the true level lies no higher:

ε_ion = ε − F0 − R, R ≥ 0.

R is the energy gained when the remaining electron relaxes.

To see what determines F0, write it as a double integral of u²(r)u²(r′) divided by the larger radius. The regions r′ < r and r′ > r contribute equally, hence

F0 = 2∫₀^∞ u²(r)Q(r)/r dr.

Because Q′ = u², the factor 2u²Q equals (Q²)′. Integrating by parts,

F0 = [Q²/r]₀^∞ + ∫₀^∞ Q²/r² dr = ∫₀^∞ Q²/r² dr.

The boundary term vanishes at infinity because Q tends to 1, and at the origin because Q varies as r⁷ when u varies as r³. For the thin shell, Q jumps from 0 to 1 at a and the integral gives 1/a, as it should.

Now compare two orbitals, 1 and 2, that coincide outside rc and hold equal charge inside. Their Q(r) agree for r ≥ rc, and so do their V_H(r). What remains is

ΔF0 = ∫₀^rc (Q₁² − Q₂²)/r² dr.

Norm conservation fixes Q at the upper limit of this integral and leaves it free below. If the inner distribution keeps its form, Q = Q(rc)f(r/rc), each of the two terms is proportional to Q(rc)²/rc. The matter is thus minor for a diffuse orbital with little charge inside rc, where both terms are small. For a compact d orbital both terms are large, and their difference can be large unless the two inner shapes happen to give the same integral.

There is also a benign case. A weak external potential w(r), the same for both atoms, shifts their levels to first order by amounts that differ by ∫₀^rc (u₁² − u₂²)w dr. If w is constant inside the sphere, this is zero by norm conservation. At this order the trouble needs a potential that varies inside rc, and V_H does.

**First pseudization: a smooth local potential**

The all-electron reference, called AE below, is the lowest l = 2 state in

V(r) = −[1 + 19 exp(−r/a)]/r,

with a = 0.28 Å from here on. These are round model parameters, not those of a named element. The tail −1/r is what one electron sees of a neutral atom from which it has been taken. The core radius is rc = 1.00 Å. Solving the radial equation numerically in piecewise polynomials gives ε = −17.617 eV.

Pseudization A keeps u outside rc and uses inside

u_A = r³ exp[p(y)], y = r²/rc² − 1,
p = a₀ + a₁y + a₂y² + a₃y³ + cy⁴.

The first four coefficients match u and its first three derivatives at rc. Let G = ln(u/r³) for the AE orbital, with value G₀ and derivatives G₁, G₂, G₃ at rc. Expanding r = rc√(1+y) gives

r − rc = rc(y/2 − y²/8 + y³/16 − …).

Inserting this in the Taylor series of G and collecting powers of y yields

a₀ = G₀, a₁ = rcG₁/2,
a₂ = (rc²G₂ − rcG₁)/8,
a₃ = (rcG₁ − rc²G₂)/16 + rc³G₃/48.

The last coefficient, c, sets the charge inside. Since y⁴ is positive for r < rc, that charge grows steadily with c, from zero to infinity, so one value of c conserves the norm. Here c = 1.425.

The potential follows by inverting the radial equation. With G = p inside, u_A′/u_A = 3/r + G′, and

u_A″/u_A = (3/r + G′)² + (3/r + G′)′ = 6/r² + 6G′/r + G′² + G″.

Half of this equals V_A + 3/r² − ε, so

V_A = ε + ½(G″ + G′² + 6G′/r).

This is finite at the origin because G depends on r². Matching u″ makes V_A continuous at rc, and matching u‴ does the same for its slope.

**Second pseudization: the same scattering, another shape**

Pseudization B is obtained from A by rearranging functions inside the sphere. Let s = 1 − r²/rc² and take, for r < rc,

g₁ ∝ s³u_A, g₂ ∝ s³(s − s̄)u_A,

both normalized, and both zero outside. The constant s̄ = ∫s⁷u_A² dr / ∫s⁶u_A² dr, with integrals over the sphere, makes them orthogonal. They vanish at rc together with their first two derivatives.

Let W rotate the plane of these two functions by an angle θ:

Wg₁ = cosθ g₁ + sinθ g₂,
Wg₂ = −sinθ g₁ + cosθ g₂,

and leave every function orthogonal to both unchanged. Define

h_B = W h_A Wᵀ, u_B = W u_A.

W is orthogonal, WᵀW = 1. Let u be the regular solution of h_A u = Eu at any energy E, whether or not it can be normalized over all space. The overlaps needed to apply W extend over the sphere only, so Wu is well defined, and

h_B(Wu) = W h_A WᵀWu = W h_A u = E Wu.

Thus Wu solves the B equation at the same energy. It differs from u by a combination of g₁ and g₂, which vanishes at rc with its slope and is zero beyond. Hence

L_B(E) = L_A(E) for every E.

The charge inside rc is also unchanged, because W preserves the norm within the sphere.

B is an ordinary separable pseudopotential. Write G for the pair (g₁, g₂), now no longer the logarithm used above, and W = 1 + GMGᵀ, where M has rows (cosθ − 1, −sinθ) and (sinθ, cosθ − 1). Let T = h_A G and K = GᵀT. For any regular f,

∫g h_A f dr − ∫(h_A g)f dr = −½[gf′ − g′f]₀^rc = 0,

since g and g′ vanish at both ends. So Gᵀh_A may be replaced by Tᵀ, and multiplying out W h_A Wᵀ gives

h_B = h_A + GMTᵀ + TMᵀGᵀ + GMKMᵀGᵀ.

The additions are Hermitian, independent of energy and confined to the sphere.

The rotation does change F0. For small θ, with b₁ = ∫g₁u_A dr and b₂ = ∫g₂u_A dr,

δu = θ(b₁g₂ − b₂g₁), δF0 = 4∫u_A V_H δu dr.

One factor 2 comes from varying u², the other from the two equal places of u² in the double integral. Nothing in the matching at rc makes this integral vanish. The angle is therefore free to be used, and the smallest angle that gives the AE value of F0 is θ = 0.141 rad. Much larger angles, near −1.5, 2.0 and −3.1 rad, also give that value; B is built with the small one.

One might object that A and B agree with each other but not with AE at all energies. The objection does not save the belief. The same rotation, with g₁ and g₂ built from the AE orbital, can be applied to the AE Hamiltonian. The result has the AE logarithmic derivative at every energy, and for small θ its F0 changes by the corresponding first-order integral. Unless that integral happens to be zero, the match of L(E) is complete and the hardness is wrong.

**The numbers**

Here is L in 1/Å at energies measured from ε:

- −10 eV: AE 1.768; A and B 1.887
- −5 eV: AE 0.764; A and B 0.838
- 0 eV: AE, A and B −2.180
- +5 eV: AE 33.5; A and B 56.4

At ε all three also share the slope dL/dE = −1.234 per Å per eV. The large positive values at +5 eV do not contradict a negative slope: u(rc) has passed through zero in between, where L falls to −∞ and returns from +∞. Away from ε, A and AE differ visibly. At −5 eV, dividing the difference in L by the AE slope at that energy gives a displacement of about 0.26 eV. The match to AE is thus good near ε and imperfect farther away, but it is imperfect in the same way for A and B. No inspection of these curves could rank one above the other.

The charge enclosed does distinguish them. In electrons, for AE, A and B:

- inside 0.25 Å: 0.136, 0.049, 0.085
- inside 0.50 Å: 0.605, 0.548, 0.634
- inside 0.75 Å: 0.861, 0.859, 0.867
- inside 1.00 Å: 0.953 for all three

At each of the inner radii listed, A encloses less charge than AE. Its charge sits farther out, and the formula for ΔF0 says that this lowers the repulsion. The part of ∫Q²/r² dr from r < rc is 12.895 eV for AE and 10.894 eV for A. The part from r > rc is 14.174 eV for both. Therefore

F0(AE) = 12.895 + 14.174 = 27.069 eV,
F0(A) = 10.894 + 14.174 = 25.068 eV.

A is too soft by 2.00 eV (0.0736 hartree), or 7.4 percent of the AE value. This size belongs to a large core radius that encloses 95 percent of the charge; the same construction errs by about 1.0 eV at rc = 0.8 Å and about 0.1 eV at rc = 0.5 Å. B has the AE value by choice of θ, though not the AE shape: it has too little charge inside 0.25 Å and too much inside 0.50 Å, and the two deviations compensate in the integral.

Now remove one electron. Each ionic potential is obtained by subtracting the V_H of its own orbital from its own screened potential, and the lowest level is then calculated afresh. The relaxation energies R are 0.776 eV for AE, 0.455 eV for A and 0.599 eV for B. From ε_ion = ε − F0 − R,

AE: −17.617 − 27.069 − 0.776 = −45.462 eV,
A: −17.617 − 25.068 − 0.455 = −43.140 eV,
B: −17.617 − 27.069 − 0.599 = −45.285 eV.

Relative to AE, the ion level of A is too high by 2.32 eV and that of B by 0.18 eV. The error of A consists of 2.00 eV from F0 and 0.32 eV from relaxation. Two pseudopotentials with the same logarithmic derivative at every energy differ by 2.15 eV in the level of the ion.

**What the first ionization hides**

The error does not appear equally in every quantity. The energy of the neutral pair is twice the ionic one-electron energy plus one repulsion. Since ∫u h_ion u dr = ε − F0,

E(2) = 2(ε − F0) + F0 = 2ε − F0.

The ion has E(1) = ε − F0 − R, and with no valence electron E(0) = 0. The two ionization energies are

I₁ = E(1) − E(2) = −ε − R,
I₂ = E(0) − E(1) = −ε + F0 + R.

F0 cancels from the first. Accordingly I₁ is 16.84 eV for AE, 17.16 eV for A and 17.02 eV for B, so that A looks acceptable, with an error of 0.32 eV. The second ionization energy exposes it: 45.46, 43.14 and 45.29 eV. The difference,

I₂ − I₁ = F0 + 2R,

is 28.62 eV for AE, 25.98 eV for A and 28.27 eV for B. It measures the cost of putting both electrons on one atom instead of one on each of two distant atoms. A pseudopotential that is too soft makes such charge fluctuations too cheap.

**What matching F0 does not settle**

B is better than A for this ionization, but it is not perfect. Its remaining error of 0.18 eV is entirely one of relaxation. To second order in the removed screening,

R ≈ Σₙ |∫uₙV_H u dr|²/(εₙ − ε),

where the sum runs over the excited l = 2 states of h, including the continuum. A whole electron is not a small perturbation: this term alone exceeds the values of R above by about 30 percent for AE and A and about 34 percent for B, so it shows what R depends on rather than its size. A and B have the same εₙ, because their screened Hamiltonians are related by an orthogonal transformation. Their matrix elements differ, because these contain V_H and the wavefunctions inside rc. Equal scattering therefore does not fix R either, and neither does equal F0.

Logarithmic derivatives remain a necessary test. An atom that scatters wrongly in its reference potential will fail even where no charge moves. What they test, however, is the motion of an electron in a potential that is held fixed. Transfer to another charge state also requires that the potential change correctly, and for that the pseudo-atom must be examined in the other charge state: through F0 for the first-order response at frozen screening charge, and through the recalculated level of the ion for the whole of it.
